# Ambipolar threshold separation, transport gap and trap correction in ionic-gated monolayers: a numerical check

```python
"""Gate-voltage separation of electron and hole thresholds in an ionic-gated
ambipolar monolayer.  Result under test, for tangent-intercept thresholds:
  e(V_e - V_h) = E_g - kT[d(x_e) + d(x_h)] + e^2 N_t / C
  d(x) = (1 + exp(-x)) ln(1 + exp(x)) - x
E_g: transport gap; x: Fermi-level depth inside a band over kT;
N_t: in-gap traps per area; C: double-layer capacitance per area.
Energies are in eV, densities in cm^-2, voltages in V, lengths in nm.
The Fermi level mu is measured from the local valence-band edge.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# ---------- model parameters (rough, regime of monolayer WSe2) ----------
GAP = 2.0
TEMPERATURE = 300.0
MASS = 0.4
CAP = 7e-6                 # F/cm^2
N_TAN = 2e13               # density at which the tangent is drawn
N_LOW = 1e11               # density of the constant-density threshold
D_UNIFORM = 2e12           # uniform traps, cm^-2 eV^-1
N_PEAK = 5e12              # deep trap peak, cm^-2
PEAK_DEPTH, PEAK_WIDTH = 0.6, 0.05
KAPPA, SCREEN = 2.5, 4.5   # surroundings, screening length in nm

KT = sc.k * TEMPERATURE / sc.e
DOS_UNIT = sc.m_e / (2 * np.pi * sc.hbar**2) * sc.e * 1e-4
G_BAND = 2 * MASS * DOS_UNIT
BETA = sc.e / CAP          # e^2/C in eV cm^2
CAP_OXIDE = 3.9 * sc.epsilon_0 / 300e-9 * 1e-4
BETA_OXIDE = sc.e / CAP_OXIDE
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9   # eV nm
KINETIC = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18   # eV nm^2

# each band: (edge offset, degeneracy, mass)
K_ONLY = ((0.0, 2, MASS),)
MANY_VALLEYS = ((0.0, 2, MASS), (0.04, 2, MASS), (0.05, 6, 0.6))

grid = np.linspace(0.0, GAP, 4001)
no_traps = np.zeros_like(grid)
uniform = np.full_like(grid, D_UNIFORM)
peak = N_PEAK / (PEAK_WIDTH * np.sqrt(2 * np.pi)) * np.exp(
    -0.5 * ((grid - GAP + PEAK_DEPTH) / PEAK_WIDTH)**2)
all_traps = uniform + peak


def electrons(mu, bands=K_ONLY):
    return sum(g * m * DOS_UNIT * KT
               * np.logaddexp(0, (mu - GAP - off) / KT)
               for off, g, m in bands)


def holes(mu):
    return G_BAND * KT * np.logaddexp(0, -mu / KT)


def trapped(mu, trap_dos):
    return trapezoid(trap_dos * expit((mu - grid) / KT), grid)


def device(trap_dos, beta=BETA, bend=0.0, bands=K_ONLY):
    """Reference voltage as a function of mu; bend makes C vary."""
    def voltage(mu):
        charge = (electrons(mu, bands) - holes(mu)
                  + trapped(mu, trap_dos))
        return mu + beta * charge * (1 + bend * abs(charge) / N_TAN)
    return voltage


def level_at(voltage, v):
    return brentq(lambda m: voltage(m) - v, -1.5, GAP + 1.5,
                  xtol=1e-14)


def intercept(voltage, signal, mu, step=1e-3):
    """Zero crossing of the tangent to signal against voltage."""
    v = voltage(mu)
    slope = (signal(level_at(voltage, v + step))
             - signal(level_at(voltage, v - step))) / (2 * step)
    return v - signal(mu) / slope


def tangent_levels(bands=K_ONLY):
    up = brentq(lambda m: electrons(m, bands) / N_TAN - 1,
                GAP / 2, GAP + 1)
    down = brentq(lambda m: holes(m) / N_TAN - 1, -1, GAP / 2)
    return up, down


def separation(voltage, power=1.0, bands=K_ONLY):
    up, down = tangent_levels(bands)
    v_e = intercept(voltage, lambda m: electrons(m, bands)**power, up)
    v_h = intercept(voltage, lambda m: holes(m)**power, down)
    return v_e - v_h


# ---------- tangent thresholds: inversion against formula ----------
mu_e, mu_h = tangent_levels()
x_e, x_h = (mu_e - GAP) / KT, -mu_h / KT


def deficit(x):
    return (1 + np.exp(-x)) * np.log1p(np.exp(x)) - x


thermal = KT * (deficit(x_e) + deficit(x_h))
n_traps = D_UNIFORM * GAP + N_PEAK
trap_term = BETA * n_traps

clean = device(no_traps)
dirty = device(all_traps)
sep_clean = separation(clean)
sep_oxide = separation(device(no_traps, BETA_OXIDE))
sep_dirty = separation(dirty)
sep_uniform = separation(device(uniform))
sep_oxide_dirty = separation(device(all_traps, BETA_OXIDE))
formula_dirty = GAP - thermal + trap_term
assert abs(sep_clean - (GAP - thermal)) < 1e-5
assert abs(sep_oxide - sep_clean) < 1e-3   # root-finding noise in V
assert abs(sep_dirty - formula_dirty) < 5e-4   # edge traps not full

# thermal deficit on a less degenerate tangent, where it is large
mu_test = GAP + KT
direct = intercept(clean, electrons, mu_test)
assert abs(direct - (GAP - KT * deficit(1.0))) < 1e-4


# ---------- constant-density thresholds ----------
def constant_density(voltage):
    v_mid = voltage(GAP / 2)
    v_e = brentq(lambda v: electrons(level_at(voltage, v)) / N_LOW - 1,
                 v_mid, voltage(GAP + 0.3))
    v_h = brentq(lambda v: holes(level_at(voltage, v)) / N_LOW - 1,
                 voltage(-0.3), v_mid)
    return v_e - v_h


low_clean = constant_density(clean)
low_oxide = constant_density(device(no_traps, BETA_OXIDE))
low_dirty = constant_density(dirty)
low_thermal = 2 * KT * np.log(np.expm1(N_LOW / (G_BAND * KT)))
low_traps = D_UNIFORM * (GAP + low_thermal) + N_PEAK
low_formula = GAP + low_thermal + 2 * BETA * N_LOW
assert abs(low_clean - low_formula) < 1e-6
assert abs(low_dirty - low_formula - BETA * low_traps) < 5e-4
assert abs(low_oxide - GAP - low_thermal
           - 2 * BETA_OXIDE * N_LOW) < 1e-5

# ---------- subthreshold swing as a trap correction ----------
mu_sub, dm = GAP - 0.25, 1e-3
swing = ((dirty(mu_sub + dm) - dirty(mu_sub - dm))
         / np.log10(electrons(mu_sub + dm) / electrons(mu_sub - dm)))
swing_ideal = KT * np.log(10)
swing_factor = swing / swing_ideal
assert abs(swing_factor - 1 - BETA * D_UNIFORM) < 1e-3
gap_swing_uniform = (sep_uniform + thermal) / swing_factor
gap_swing_all = (sep_dirty + thermal) / swing_factor
assert abs(gap_swing_uniform - GAP) < 2e-3
assert abs(gap_swing_all - GAP - BETA * N_PEAK / swing_factor) < 2e-3

# ---------- gate electrode in place of reference electrode ----------
A_METAL, B_CHANNEL = 0.05, 0.01


def gate_electrode(mu):
    charge = electrons(mu) - holes(mu) + trapped(mu, all_traps)
    return (dirty(mu) + A_METAL * dirty(mu)
            + B_CHANNEL * BETA * charge)


sep_gate = separation(gate_electrode)
assert abs(sep_gate - (1 + A_METAL) * sep_dirty
           - B_CHANNEL * trap_term) < 1e-4


# ---------- charging gap against neutral excitation ----------
def ring_spectrum(repulsion, sites=8, hop=0.3):
    """Spinless fermions on a ring with site energies -1, +1."""
    size = 2**sites
    matrix = np.zeros((size, size))
    count = np.array([bin(s).count("1") for s in range(size)])
    for s in range(size):
        occ = [(s >> i) & 1 for i in range(sites)]
        for i in range(sites):
            j = (i + 1) % sites
            matrix[s, s] += (-1)**(i + 1) * occ[i]
            matrix[s, s] += repulsion * occ[i] * occ[j]
            if occ[i] != occ[j]:
                sign = (-1)**(count[s] - 1) if j == 0 else 1
                matrix[s ^ (1 << i) ^ (1 << j), s] -= hop * sign
    return [np.linalg.eigvalsh(matrix[np.ix_(count == k, count == k)])
            for k in range(sites + 1)]


def plateau_width(levels, centre, temp=1e-3):
    energy = np.concatenate(levels)
    number = np.concatenate([np.full(len(lv), k)
                             for k, lv in enumerate(levels)])

    def mean_number(mu):
        omega = energy - mu * number
        weight = np.exp(-(omega - omega.min()) / temp)
        return (weight * number).sum() / weight.sum()
    top = brentq(lambda m: mean_number(m) - 4.5, centre, centre + 5)
    low = brentq(lambda m: mean_number(m) - 3.5, centre - 5, centre)
    return top - low


ring = {}
for strength in (0.0, 0.8):
    lv = ring_spectrum(strength)
    charging = lv[5][0] + lv[3][0] - 2 * lv[4][0]
    width = plateau_width(lv, strength)
    assert abs(width - charging) < 5e-3   # thermal rounding, few kT
    ring[strength] = (width, lv[4][1] - lv[4][0], charging)
assert abs(ring[0.0][1] - ring[0.0][2]) < 1e-9
assert ring[0.8][2] - ring[0.8][1] > 0.3


# ---------- exciton: variational 1s state, screened potential ----------
def binding(kappa, screen, reduced=MASS / 2):
    def energy(a):
        pull = quad(lambda q: (1 + (q * a / 2)**2)**-1.5
                    / (kappa + screen * q), 0, np.inf)[0]
        return KINETIC / (reduced * a**2) - COULOMB * pull
    best = minimize_scalar(energy, bounds=(0.1, 10), method="bounded",
                           options={"xatol": 1e-8})
    return -best.fun, best.x


rydberg = sc.value("Rydberg constant times hc in eV")
hydrogen = 4 * rydberg * (MASS / 2) / KAPPA**2
assert abs(binding(KAPPA, 0.0)[0] / hydrogen - 1) < 1e-5
e_bind, radius = binding(KAPPA, SCREEN)
optical = GAP - e_bind


# ---------- sizes of neglected effects ----------
def exchange(density, screen=SCREEN):
    """Exchange energy at the Fermi circle, zero temperature."""
    k_f = np.sqrt(4 * np.pi * density * 1e-14 / 2)
    area = quad(lambda q: np.arccos(q / (2 * k_f))
                / (KAPPA + screen * q), 0, 2 * k_f)[0]
    return -COULOMB / np.pi * area


k_fermi = np.sqrt(2 * np.pi * N_TAN * 1e-14)
bare = -COULOMB * 2 * k_fermi / (np.pi * KAPPA)
assert abs(exchange(N_TAN, 0.0) / bare - 1) < 1e-6
dn = 1e-3 * N_TAN
ex_slope = (exchange(N_TAN + dn) - exchange(N_TAN - dn)) / (2 * dn)
ex_tangent = 2 * (exchange(N_TAN) - N_TAN * ex_slope)
ex_low = 2 * exchange(N_LOW)

valleys = separation(device(no_traps, bands=MANY_VALLEYS),
                     bands=MANY_VALLEYS) - sep_clean
mobility = separation(clean, power=1.1) - sep_clean
curved = separation(device(no_traps, bend=0.1)) - sep_clean

V_DRAIN = 0.05
nodes, weights = np.polynomial.legendre.leggauss(8)
drops = V_DRAIN * (nodes + 1) / 2


def along_channel(carrier):
    return lambda m: sum(
        w / 2 * carrier(level_at(clean, clean(m) - v))
        for w, v in zip(weights, drops))


drain_e = intercept(clean, along_channel(electrons), mu_e)
drain_h = intercept(clean, along_channel(holes), mu_h)
drain_one = drain_e - intercept(clean, electrons, mu_e)
drain_sep = drain_e - drain_h - sep_clean
assert abs(drain_one - V_DRAIN / 2) < 2e-3
assert abs(drain_sep) < 2e-3

field = sc.e * N_TAN * 1e4 / sc.epsilon_0          # V/m
inside = field / (2 * 6.0) * 1e-10                 # V/angstrom
stark = 0.5 * 10.0 * inside**2 / (COULOMB * 10)    # 10 cubic angstrom
emit_peak = np.exp(PEAK_DEPTH / KT) / 1e12
emit_mid = np.exp(GAP / 2 / KT) / 1e12
span = dirty(mu_e) - dirty(mu_h)


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("transport gap (input)", GAP, "eV", ".2f")
show("temperature", TEMPERATURE, "K", ".0f")
show("kT", KT * 1e3, "meV", ".2f")
show("mass, both bands", MASS, "m_e", ".1f")
show("ionic capacitance", CAP * 1e6, "uF/cm2", ".1f")
show("oxide capacitance, 300 nm", CAP_OXIDE * 1e9, "nF/cm2", ".2f")
show("band density of states", G_BAND, "/(eV cm2)", ".3e")
show("tangent density", N_TAN, "/cm2", ".1e")
show("tangent depth x, each band", x_e, "", ".3f")
show("thermal deficit, both bands", thermal * 1e3, "meV", ".2f")
show("uniform traps", D_UNIFORM, "/(eV cm2)", ".1e")
show("trap peak density", N_PEAK, "/cm2", ".1e")
show("trap peak depth below E_c", PEAK_DEPTH, "eV", ".2f")
show("trap peak width (sigma)", PEAK_WIDTH, "eV", ".2f")
show("total in-gap traps", n_traps, "/cm2", ".2e")
show("trap term, ionic gate", trap_term, "V")
show("separation, ionic, no traps", sep_clean, "V")
show("separation, oxide, no traps", sep_oxide, "V")
show("separation, ionic, traps", sep_dirty, "V")
show("same from the formula", formula_dirty, "V")
show("separation, oxide, traps", sep_oxide_dirty, "V", ".1f")
show("constant-density threshold at", N_LOW, "/cm2", ".1e")
show("its thermal term", low_thermal, "eV")
show("its separation, ionic, no traps", low_clean, "V")
show("its separation, oxide, no traps", low_oxide, "V")
show("its separation, ionic, traps", low_dirty, "V")
show("ideal swing", swing_ideal * 1e3, "mV/decade", ".2f")
show("swing with traps", swing * 1e3, "mV/decade", ".2f")
show("swing-corrected gap, uniform traps", gap_swing_uniform, "eV")
show("swing-corrected gap, all traps", gap_swing_all, "eV")
show("exposed-metal ratio a", A_METAL, "", ".2f")
show("channel ratio b", B_CHANNEL, "", ".2f")
show("gate-electrode separation, traps", sep_gate, "V")
show("ring, repulsion 0.8: plateau width", ring[0.8][0], "(model)")
show("ring, repulsion 0.8: neutral gap", ring[0.8][1], "(model)")
show("ring, repulsion 0: plateau width", ring[0.0][0], "(model)")
show("ring, repulsion 0: neutral gap", ring[0.0][1], "(model)")
show("surroundings' dielectric constant", KAPPA, "", ".1f")
show("screening length", SCREEN, "nm", ".1f")
show("exciton binding (variational)", e_bind, "eV")
show("exciton trial radius", radius, "nm", ".2f")
show("model optical gap", optical, "eV")
show("binding if traps ignored", sep_dirty - optical, "eV")
show("exchange shift, tangent readout", ex_tangent, "eV")
show("exchange shift, low density, T=0", ex_low, "eV")
show("higher-valley shift", valleys * 1e3, "meV", ".1f")
show("shift, mobility as n^0.1", mobility * 1e3, "mV", ".1f")
show("shift, 10% bend of drop", curved * 1e3, "mV", ".1f")
show("drain bias", V_DRAIN * 1e3, "mV", ".0f")
show("drain-bias shift, one threshold", drain_one * 1e3, "mV", ".2f")
show("drain-bias shift, separation", drain_sep * 1e3, "mV", ".3f")
show("vacuum field at tangent", field * 1e-8, "MV/cm", ".1f")
show("Stark shift size (rough)", stark * 1e3, "meV", ".2f")
show("trap-peak emission time (rough)", emit_peak, "s", ".1e")
show("midgap emission time (rough)", emit_mid, "s", ".1e")
show("voltage span between tangents", span, "V", ".2f")
print("done: every assertion held")
```

Running it gives:

```
transport gap (input): 2.00 eV
temperature: 300 K
kT: 25.85 meV
mass, both bands: 0.4 m_e
ionic capacitance: 7.0 uF/cm2
oxide capacitance, 300 nm: 11.51 nF/cm2
band density of states: 1.671e+14 /(eV cm2)
tangent density: 2.0e+13 /cm2
tangent depth x, each band: 4.620
thermal deficit, both bands: 2.87 meV
uniform traps: 2.0e+12 /(eV cm2)
trap peak density: 5.0e+12 /cm2
trap peak depth below E_c: 0.60 eV
trap peak width (sigma): 0.05 eV
total in-gap traps: 9.00e+12 /cm2
trap term, ionic gate: 0.2060 V
separation, ionic, no traps: 1.9971 V
separation, oxide, no traps: 1.9971 V
separation, ionic, traps: 2.2030 V
same from the formula: 2.2031 V
separation, oxide, traps: 127.2 V
constant-density threshold at: 1.0e+11 /cm2
its thermal term: -0.1941 eV
its separation, ionic, no traps: 1.8105 V
its separation, oxide, no traps: 4.5898 V
its separation, ionic, traps: 2.0075 V
ideal swing: 59.53 mV/decade
swing with traps: 62.27 mV/decade
swing-corrected gap, uniform traps: 1.9993 eV
swing-corrected gap, all traps: 2.1087 eV
exposed-metal ratio a: 0.05
channel ratio b: 0.01
gate-electrode separation, traps: 2.3152 V
ring, repulsion 0.8: plateau width: 3.5088 (model)
ring, repulsion 0.8: neutral gap: 2.8058 (model)
ring, repulsion 0: plateau width: 2.0000 (model)
ring, repulsion 0: neutral gap: 2.0000 (model)
surroundings' dielectric constant: 2.5
screening length: 4.5 nm
exciton binding (variational): 0.2650 eV
exciton trial radius: 1.36 nm
model optical gap: 1.7350 eV
binding if traps ignored: 0.4680 eV
exchange shift, tangent readout: -0.2755 eV
exchange shift, low density, T=0: -0.0525 eV
higher-valley shift: 1.4 meV
shift, mobility as n^0.1: 105.2 mV
shift, 10% bend of drop: -91.6 mV
drain bias: 50 mV
drain-bias shift, one threshold: 24.73 mV
drain-bias shift, separation: -0.058 mV
vacuum field at tangent: 36.2 MV/cm
Stark shift size (rough): 0.32 meV
trap-peak emission time (rough): 1.2e-02 s
midgap emission time (rough): 6.3e+04 s
voltage span between tangents: 3.36 V
done: every assertion held
```
